# Zero-frequency response modes of symmetry-broken references, and their shift by grids

**Q.** My linear-response calculation on an open-shell atom returns frequencies close to zero, some of them imaginary. I suspect a faulty program. Why should an atom have an excitation at no energy?

**A.** It need not be an excitation. Let us first fix the equations. Take a Kohn–Sham determinant that makes an energy functional $E$ stationary, with occupied orbitals $\varphi_i$ and virtual orbitals $\varphi_a$ in a finite basis. I use atomic units in the algebra. A nearby determinant has orbitals

$$\varphi_i+\sum_a c_{ai}\varphi_a-\tfrac12\sum_j\varphi_j(c^\dagger c)_{ji},$$

where the last term keeps them orthonormal to second order. The energy has no linear term, so

$$E=E_0+c^\dagger Ac+\mathrm{Re}(c^\dagger Bc^*),\qquad A=A^\dagger,\quad B=B^T .$$

This defines $A$ and $B$, with $c$ read as one long vector.

In the adiabatic approximation the motion follows from the Lagrangian $\sum_i\langle\varphi_i|i\partial_t\varphi_i\rangle-E$. To second order its first part is

$$ic^\dagger\dot c-\tfrac i2\tfrac{d}{dt}(c^\dagger c)=\tfrac i2(c^\dagger\dot c-\dot c^\dagger c).$$

Varying $c^*$ gives

$$i\dot c=Ac+Bc^* .\tag{1}$$

**Q.** Where does symmetry enter? If I rotate the atom, the energy stays the same. That gives zero curvature along one direction, but a matrix can have zero expectation value in a vector without annihilating it.

**A.** Correct, if the Hessian has both signs. The argument needs more than a flat energy. Let $E$ be unchanged when any determinant is transformed by $e^{-i\theta P}$, with $P$ a Hermitian one-body operator. The transformation then carries stationary points into stationary points, so the gradient vanishes all along the orbit of our reference.

To first order, $\varphi_i$ becomes $\varphi_i-i\theta P\varphi_i$. The part within the occupied space does not change the determinant. The rest is $c=\theta p$, with

$$p_{ai}=-iP_{ai}.$$

The gradient at small $c$ is $\partial E/\partial c^*=Ac+Bc^*$ plus second-order terms. Setting it to zero on the orbit and keeping the first order in $\theta$ gives

$$Ap+Bp^*=0.\tag{2}$$

By (1), $c=p$ is then a static solution: a mode with $\omega=0$. It exists if $p\neq0$, that is, if the reference breaks the symmetry. It describes the same atom pointing elsewhere.

**Q.** Ordinary modes come as pairs $\pm\omega$. What has become of the second solution?

**A.** Look for steady motion along the orbit, $c=\Omega(tp+q)$. Inserting it in (1), the term proportional to $t$ vanishes by (2), leaving

$$Aq+Bq^*=ip.\tag{3}$$

**Q.** The operator on the left has a kernel. You cannot assume that a solution exists.

**A.** Define $Hc=Ac+Bc^*$. It is symmetric in the real scalar product $\mathrm{Re}\,u^\dagger v$: the $A$ part because $A$ is Hermitian, the $B$ part because $u^\dagger Bv^*=v^\dagger Bu^*$. In a finite basis, (3) is therefore solvable exactly when $ip$ is orthogonal to the kernel of $H$. I assume that this kernel is spanned by the vectors $p'$ of broken generators $P'$, with no accidental zero modes. With $z=\sum_{ia}P'_{ia}P_{ai}$,

$$\mathrm{Re}\,p'^\dagger(ip)=\mathrm{Re}(iz)=-\mathrm{Im}\,z .$$

In the expectation value of the commutator, the products through occupied intermediate orbitals cancel on exchanging labels. What remains is

$$\langle[P',P]\rangle=\sum_{ia}(P'_{ia}P_{ai}-P_{ia}P'_{ai})=z-z^*=2i\,\mathrm{Im}\,z .$$

Thus $\mathrm{Re}\,p'^\dagger(ip)=\tfrac i2\langle[P',P]\rangle$, and there are two cases.

1. If $\langle[P',P]\rangle=0$ for every $P'$ in the kernel, (3) has a solution $q$.
2. If one of these values is nonzero, (3) has no solution for $P$. The partner then lies within the kernel: two broken generators are conjugate to each other.

With several generators, one first combines them so that the antisymmetric table of commutator values splits into pairs and null directions. Each null direction belongs to case 1.

**Q.** In what sense is $q$ conjugate to $p$?

**A.** In the sense of coordinate and momentum. Put $c=\theta p+\eta q$, with real $\theta$ and $\eta$, in the kinetic part of the Lagrangian, which equals $-\mathrm{Im}(c^\dagger\dot c)$. Since $\mathrm{Im}\,q^\dagger p=-\mathrm{Im}\,p^\dagger q$,

$$-\mathrm{Im}(c^\dagger\dot c)=\mathrm{Im}(p^\dagger q)(\eta\dot\theta-\theta\dot\eta)
=I\eta\dot\theta-\tfrac{d}{dt}\left(\tfrac I2\theta\eta\right),\quad I=2\,\mathrm{Im}\,p^\dagger q .$$

The total derivative has no effect, so $I\eta$ is the momentum conjugate to the angle $\theta$. The energy of the boosted state $c=\Omega q$ is

$$E-E_0=\Omega^2\,\mathrm{Re}\,q^\dagger Hq=\Omega^2\,\mathrm{Re}(iq^\dagger p)=\tfrac12I\Omega^2 ,$$

and, because $P_{ai}=ip_{ai}$, its change in $\langle P\rangle$ is

$$\delta\langle P\rangle=2\,\mathrm{Re}\sum_{ai}c_{ai}^*P_{ai}=2\Omega\,\mathrm{Re}(iq^\dagger p)=I\Omega .$$

These are the relations of a rotor with inertia $I$. If $H$ is positive outside its kernel, $I>0$. If $H$ is indefinite, $I$ may be negative. It may also vanish, and then $p$ and $q$ no longer form a canonical pair. The sign must therefore be checked.

**Q.** Make this concrete for rotations in space.

**A.** Take real orbitals and a rotation about axis $k$, so that $P=L_k$ and $p_{ai}=-\langle a|(\mathbf r\times\nabla)_k|i\rangle$ is real. Real orbitals carry no angular momentum, so the commutators of the $L_k$ have zero expectation value. This is case 1. With $c=x+iy$, equation (1) separates into

$$\dot x=(A-B)y,\qquad \dot y=-(A+B)x,$$

and oscillating solutions obey

$$(A-B)(A+B)x=\omega^2x.\tag{4}$$

Equation (2) becomes $(A+B)p=0$. Equation (3) is solved by $q=i(A-B)^{-1}p$ if the inverse exists, and

$$I=2p^T(A-B)^{-1}p .$$

For a local density functional the matrices are simple. The first-order density is $\delta\rho=2\sum x_{ai}\varphi_i\varphi_a$ and does not contain $y$. Hence $A-B=\Delta$, the diagonal matrix of differences $\varepsilon_a-\varepsilon_i$. The real part costs $x^T\Delta x$ plus half the Hartree and exchange–correlation kernel acting twice on $\delta\rho$. The two factors of 2 in $\delta\rho$ give $A+B=\Delta+2K$, where $K$ is the kernel between orbital products.

**Q.** Then the zero is a cancellation between orbital energies and the kernel. An approximation could spoil it.

**A.** Yes. Using a kernel that does not belong to the functional of the reference spoils it in general. So does the Tamm–Dancoff approximation, which sets $B=0$. Here $A=\Delta+K$, and $p^T(\Delta+2K)p=0$ gives $p^TAp=\tfrac12p^T\Delta p$, which need not vanish.

**Q.** I keep the full equations and still do not get zero.

**A.** The angular grid is the next suspect. The exchange–correlation energy is a sum over points, and a finite set of directions is not invariant under all rotations. The computed energy then depends on how the atom is oriented. Suppose the reference is stationary for the grid energy at $\theta=0$. Along the rotation $E=E_0+\theta^2p^T(A+B)p$ to second order, so the spurious curvature is

$$\kappa=\frac{d^2E}{d\theta^2}=2p^T(A+B)p .$$

To find the frequency, write (4) as $(A+B)x=\omega^2(A-B)^{-1}x$, set $x=p+\delta$, and multiply by $p^T$:

$$p^T(A+B)p+p^T(A+B)\delta=\omega^2\left[p^T(A-B)^{-1}p+p^T(A-B)^{-1}\delta\right].$$

Both $(A+B)p$ and $\delta$ are of first order in the grid error, and so is $\omega^2$. The terms with $\delta$ are of second order. To first order, $\kappa/2=\omega^2I/2$, or

$$\omega^2=\kappa/I.\tag{5}$$

This is the equation $I\ddot\theta=-\kappa\theta$ of a rotor in a weak orienting potential. It requires $I\neq0$. With several zero modes it also requires that the grid does not mix them; otherwise $\kappa$ and $I$ become small matrices.

As long as the inertia hardly changes with the grid, the frequency goes as the square root of the error in $\kappa$, so an energy error too small to notice can leave a visible frequency. If $\kappa$ and $I$ have opposite signs, the frequency is imaginary.

**Q.** Show me an atom.

**A.** Take free tungsten in a $5d^46s^2$ quintet, with the LANL2DZ basis and core potential and local spin-density exchange. Correlation and spin–orbit coupling are left out. There are 9 spin-up and 5 spin-down valence electrons. The empty spin-up $5d$ orbital is held to be $d_{xy}$, which breaks all three rotations.

The hole is aligned with the axes of the Lebedev grids. Half-turns about these axes are shared by atom and grid. Each reverses two of the three generators, so the modes do not mix. The $x$ and $y$ axes are equivalent.

With 60 radial points, (5) gives the following values, each with the inertia of its own grid; $i$ marks an imaginary frequency.

| Angular points | $\kappa_z$ (eV) | $\omega_z$ (eV) | $\kappa_x$ (eV) | $\omega_x$ (eV) |
|---|---|---|---|---|
| 50 | 0.588 | 0.139 | 0.0799 | 0.0062$i$ |
| 110 | 4.7e-3 | 0.0118 | -1.4e-3 | 0.0039 |
| 194 | 4.6e-4 | 3.7e-3 | 4.4e-5 | 7.0e-4$i$ |
| 302 | 1.1e-5 | 5.8e-4 | -1.4e-6 | 1.2e-4 |
| 590 | 3.0e-8 | 2.9e-5 | -3.7e-9 | 6.4e-6 |
| 974 | -3e-10 | 3e-6$i$ | -2e-9 | 4e-6 |

From 194 to 302 points, $\kappa_z$ falls by a factor of 40 and $\omega_z$ by 6.3, its square root. The eigenvalues of the full problem (4) agree with (5) to better than one per cent in every row. On the 50-point grid, $\kappa$ also agrees with finite differences of the energy of the rotated atom. The last row and the $x$ entries of the 590-point row no longer measure the grid: they are set by the self-consistency threshold, $10^{-9}$ atomic units in the commutator of Kohn–Sham and density matrices. With the threshold tightened to about $10^{-12}$, $\kappa_x$ at 590 points becomes $-1.9\times10^{-9}$ eV, and at 974 points $\kappa_z$ becomes $+9\times10^{-11}$ eV, a real frequency of about $1.6\times10^{-6}$ eV, while $|\kappa_x|$ falls to $5\times10^{-12}$ eV or less. Incomplete self-consistency is thus a second source of small real or imaginary frequencies.

**Q.** Your $x$ mode is imaginary when $\kappa$ is positive. For a proper rotor that is the wrong way round.

**A.** Its inertia is negative. On the finest grid the empty $d_{xy}$ level lies 0.2342 eV above the filled $d_{x^2-y^2}$ level, but 0.0220 eV below the filled $d_{xz}$ level. The rotation about $z$ connects $d_{x^2-y^2}$ to $d_{xy}$ with a matrix element of size 2, since

$$(x\partial_y-y\partial_x)\tfrac12(x^2-y^2)=-2xy$$

and $\tfrac12(x^2-y^2)$ and $xy$ have equal norms. The rotation about $x$ connects $d_{xz}$ to $d_{xy}$ with size 1, since $(y\partial_z-z\partial_y)xz=xy$. If the $d$ orbitals share one radial function and other pairs are neglected,

$$I_z\approx\frac{2\times4}{0.2342}=34.2,\qquad I_x\approx\frac{2\times1}{-0.0220}=-90.9\quad(\hbar^2/\mathrm{eV}).$$

The full sums give 34.16 and $-90.71$. These digits belong to this basis and functional, not to the tungsten atom. With the basis uncontracted and diffuse $s$ and $d$ functions added, the $d_{xy}$ level lies 0.030 eV below $d_{xz}$, and $I_z=35.1$, $I_x=-66$. With def2-TZVP and its own core potential the values are 0.004 eV, 34.6 and $-500$. With local correlation (VWN) added in LANL2DZ they are 0.131 eV, 42.1 and $-15$. The signs are the same in all these cases. A small energy difference makes the inertia itself sensitive to the grid. In the 50-point row, $\kappa_x$ and $\omega_x$ imply $I_x\approx-2.1\times10^3\ \hbar^2/\mathrm{eV}$, because on that grid the $d_{xy}$ level lies only about 0.001 eV below $d_{xz}$. This is why $\omega_x$ is so small there although $\kappa_x$ is large. For 194 points about $z$, with the fine-grid inertia, $\omega^2=4.552\times10^{-4}/34.16=1.333\times10^{-5}$ eV², hence $\omega=3.65\times10^{-3}$ eV, as in the table.

**Q.** Can a negative inertia be anything but an error in the formula?

**A.** It can be tested by cranking. Make $E-\Omega\langle L_k\rangle$ stationary instead of $E$. The condition is $Ac+Bc^*=\Omega L_{ai}=i\Omega p$, which is (3) with $c=\Omega q$. Solving the Kohn–Sham equations with this extra term, and updating the density, gives $\langle L_k\rangle/\Omega=34.16$ about $z$ and $-90.71$ about $x$, in the same unit. The formula holds, and the sign belongs to the reference.

This reference is a stationary point held by symmetry, and it is not a minimum. Three orbital-energy differences are negative, the lowest being $-0.1454$ eV. Since $\Delta$ is the energy Hessian for imaginary variations, these are directions in which the energy falls. The finest grid also shows a complex-conjugate pair, $\omega^2=-0.0186\pm0.237i$ eV², that is $\omega=\pm(0.33\pm0.36i)$ eV. In the two larger bases quoted above the real part of $\omega^2$ is $+0.024$ and $-0.040$ eV², while the imaginary part of $\omega$ stays between 0.33 and 0.36 eV. Whether $\omega^2$ is negative or complex, $\omega$ has an imaginary part, and one of $\pm\omega$ grows in time.

**Q.** So how do I tell a grid artefact from a real instability?

**A.** Refine the angular grid. The three rotational values of $\omega^2$ have shrunk to about $10^{-11}$ eV² in size, while the complex pair hardly moves: $-0.0166\pm0.234i$ eV² with 50 points and $-0.0186\pm0.237i$ eV² with both 302 and 974 points. A second check is the overlap of the eigenvector with $p$.

The zero of the rotations does not come from small terms. About $z$, the orbital-energy part of $\kappa$ is $1.873799$ eV and the kernel part is $-1.873799$ eV. The first number is $2p^T\Delta p$, so with $B=0$ the form $p^T(A+B)p$ would become $p^TAp=1.8738/4=0.468$ eV instead of zero. This is not a frequency, because $p$ is not normalized: with $p^Tp\approx4$ from the matrix element of size 2, $p^TAp/p^Tp\approx0.12$ eV.

**Q.** Would more radial points help as well?

**A.** Not for this purpose. If the angular sum is accurate on each sphere, every sphere gives a contribution independent of orientation, whatever its radial weight. The one-electron and Hartree terms are computed here without the grid. With 20 radial points instead of 60, and 974 directions, the energy moves by 0.010 eV, yet the largest $|\kappa|$ is $5\times10^{-9}$ eV.

**Q.** You promised a second kind of partner. Does this atom have one?

**A.** Yes, in spin space. The reference has its spin along $z$ and breaks the rotations generated by $S_x$ and $S_y$. Their commutator has the expectation value

$$\langle[S_x,S_y]\rangle=i\langle S_z\rangle=\tfrac i2(N_\uparrow-N_\downarrow)\neq0,$$

so the two are partners of each other, and no boosted state is needed. The spin-flip vector has elements $\langle a{\downarrow}|i{\uparrow}\rangle$ and $-\langle b{\uparrow}|j{\downarrow}\rangle$, where only the spatial parts are overlapped. Completeness in the basis gives

$$\sum_{ia}|\langle a{\downarrow}|i{\uparrow}\rangle|^2=N_\uparrow-\sum_{ij}|\langle j{\downarrow}|i{\uparrow}\rangle|^2 ,$$

and the same with the spins exchanged. The difference of the two sums is $N_\uparrow-N_\downarrow=9-5=4$, and the computed pairing is 4.

**Q.** Then the grid should disturb this mode too.

**A.** It does not, because a spin rotation acts separately at each point. Let $m=\rho_\uparrow-\rho_\downarrow$, and let $v_\sigma$ be the exchange potentials. A small transverse magnetization $m_x$ lengthens the local spin vector by $m_x^2/2|m|$. The energy derivative with respect to that length is $(v_\uparrow-v_\downarrow)/2$ where $m>0$ and its negative where $m<0$, so the product has the same form in both regions. For real spin-flip amplitudes $u$, $m_x=2\sum u\varphi\varphi$, and the cost is

$$\int\frac{v_\uparrow-v_\downarrow}{4m}m_x^2=\int g\Big(\sum u\varphi\varphi\Big)^2,\qquad g=\frac{v_\uparrow-v_\downarrow}{m}.$$

For the symmetry vector, completeness gives

$$\sum u\varphi\varphi=\sum_i\varphi_i\Big(\varphi_i-\sum_j\varphi_j\langle j|i\rangle\Big)-\sum_j\varphi_j\Big(\varphi_j-\sum_i\varphi_i\langle i|j\rangle\Big)=m .$$

The kernel therefore contributes $\langle a|gm|i\rangle=\langle a|v_\uparrow-v_\downarrow|i\rangle$. The orbital energies contribute

$$(\varepsilon_{a\downarrow}-\varepsilon_{i\uparrow})\langle a|i\rangle=\langle a|F_\downarrow-F_\uparrow|i\rangle=\langle a|v_\downarrow-v_\uparrow|i\rangle,$$

where $F_\sigma$ are the Kohn–Sham operators. The sum is zero point by point, hence for any weights; in the other spin-flip block the kernel gives $\langle b|v_\uparrow-v_\downarrow|j\rangle$ and the orbital energies give $-(\varepsilon_{b\uparrow}-\varepsilon_{j\downarrow})\langle b|j\rangle=\langle b|v_\downarrow-v_\uparrow|j\rangle$, which again cancel.

On the 50-point grid, the spin-flip Hessian acting on the normalized symmetry vector leaves a residual of $1.3\times10^{-9}$ eV, while the orbital part alone has length 3.35 eV. On that same grid the rotation about $z$ sits at 0.139 eV. The numerical output lists both.

**Q.** When may I no longer expect a zero?

**A.** When the symmetry is absent from the energy itself. An external field that fixes the orientation removes the corresponding spatial mode, and its frequency is then physical. Spin–orbit coupling removes the separate invariance under rotations of space and of spin, leaving the joint rotation. A basis that lacks some components of a $p$ or $d$ shell breaks rotations as a coarse angular grid does, and refining the grid will not repair it.

## Computed values

```
W atom: valence electrons up/down (9, 5)  basis functions 22
negative omega below means an imaginary frequency of that size
angular points   50 axis z: kappa  5.879e-01 eV, omega from kappa/I  1.386e-01 eV, from eigenvalue  1.386e-01 eV
   same curvature from rotated atom  5.879e-01 eV
angular points   50 axis x: kappa  7.987e-02 eV, omega from kappa/I -6.235e-03 eV, from eigenvalue -6.234e-03 eV
   same curvature from rotated atom  7.987e-02 eV
angular points  110 axis z: kappa  4.714e-03 eV, omega from kappa/I  1.175e-02 eV, from eigenvalue  1.175e-02 eV
angular points  110 axis x: kappa -1.367e-03 eV, omega from kappa/I  3.887e-03 eV, from eigenvalue  3.887e-03 eV
angular points  194 axis z: kappa  4.552e-04 eV, omega from kappa/I  3.650e-03 eV, from eigenvalue  3.650e-03 eV
angular points  194 axis x: kappa  4.441e-05 eV, omega from kappa/I -6.996e-04 eV, from eigenvalue -6.996e-04 eV
angular points  302 axis z: kappa  1.130e-05 eV, omega from kappa/I  5.752e-04 eV, from eigenvalue  5.752e-04 eV
angular points  302 axis x: kappa -1.362e-06 eV, omega from kappa/I  1.225e-04 eV, from eigenvalue  1.225e-04 eV
angular points  590 axis z: kappa  2.951e-08 eV, omega from kappa/I  2.939e-05 eV, from eigenvalue  2.939e-05 eV
angular points  590 axis x: kappa -3.664e-09 eV, omega from kappa/I  6.355e-06 eV, from eigenvalue  6.351e-06 eV
angular points  974 axis z: kappa -3.116e-10 eV, omega from kappa/I -3.020e-06 eV, from eigenvalue -3.027e-06 eV
angular points  974 axis x: kappa -1.774e-09 eV, omega from kappa/I  4.423e-06 eV, from eigenvalue  4.440e-06 eV
empty d_xy minus filled d_x2-y2 level: 0.2342 eV
empty d_xy minus filled d_xz level: -0.0220 eV
smallest orbital-energy difference (A-B): -0.1454 eV
number of negative orbital-energy differences: 3
axis z: kappa orbital part 1.873799 eV, kernel part -1.873799 eV
axis z: inertia formula 34.15876, cranked atom 34.15878 hbar^2/eV
axis x: kappa orbital part 0.522608 eV, kernel part -0.522608 eV
axis x: inertia formula -90.70904, cranked atom -90.70785 hbar^2/eV
lowest eight squared frequencies, finest grid (eV^2):
   -1.856e-02 -1.856e-02 -9.160e-12 1.971e-11 1.992e-11 2.558e+00 2.979e+00 4.522e+00
largest imaginary part of omega^2: 2.4e-01 eV^2
radial points 20 instead of 60: energy shift 1.044e-02 eV, largest |kappa| 5.493e-09 eV
spin mode, 50 angular points: residual 1.3e-09 eV, orbital part alone 3.3536 eV
pairing norm of the two spin generators: 4.00000000 (no unit)
```
